# Reflectivity and purple colour of a Drude–Lorentz model of AuAl2

## Question

The intermetallic compound AuAl$_2$ is purple. Represent it by a smooth, thick, non-magnetic metal in air, with the local dielectric function

$$\varepsilon(E)=\varepsilon_\infty-\frac{E_p^2}{E^2+i\gamma E}+\frac{S E_0^2}{E_0^2-E^2-i\Gamma E},$$

where $E=\hbar\omega$ and fields vary as $e^{-i\omega t}$. Write $\varepsilon=\varepsilon_1+i\varepsilon_2$ and $m=|\varepsilon|$. The parameters are round model values, neither fitted to data nor computed from the band structure:

$$\varepsilon_\infty=3,\quad E_p=6.3,\quad \gamma=0.2,\quad S=3,\quad E_0=3.0,\quad \Gamma=0.6,$$

with all energies in eV. Use $hc=1239.84$ eV nm.

**(a)** Derive $\varepsilon(E)$ from the motion of free and bound charges, and separate its real and imaginary parts.

**(b)** Find where $\varepsilon_1$ vanishes near 2 eV, first without damping. Explain the effect of damping, and decide whether $\varepsilon_1$ has another zero in the visible.

**(c)** Express the normal-incidence reflectivity $R$ through $\varepsilon_1$ and $m$. For fixed $\varepsilon_2$, find the smallest possible $R$.

**(d)** Does the reflectivity minimum lie at the zero of $\varepsilon_1$? Locate it and give its depth.

**(e)** Compute the chromaticity and the CIELAB coordinates under equal-energy white light. Is the colour purple in a geometrical sense?

**(f)** Is the zero of $\varepsilon_1$ near 2 eV sufficient for the purple colour? Identify what each term of $\varepsilon$ contributes.

## Model answers

### (a) The dielectric function

A free charge $-e$ of mass $m_e$ in a field $\mathcal E e^{-i\omega t}$, with damping rate $\gamma/\hbar$, obeys

$$\ddot x+\frac{\gamma}{\hbar}\dot x=-\frac{e}{m_e}\mathcal E e^{-i\omega t}.$$

Inserting $x=x_0e^{-i\omega t}$ gives $x_0=(e\mathcal E/m_e)/(\omega^2+i\gamma\omega/\hbar)$. With $N_f$ charges per volume the polarization is $-N_f e x_0$, and division by $\epsilon_0\mathcal E$ gives the susceptibility

$$\chi_f=-\frac{N_fe^2/(\epsilon_0m_e)}{\omega^2+i\gamma\omega/\hbar}=-\frac{E_p^2}{E^2+i\gamma E},\qquad E_p^2=\frac{\hbar^2N_fe^2}{\epsilon_0m_e}.$$

The last form follows on multiplying numerator and denominator by $\hbar^2$. For a bound charge the restoring term $(E_0/\hbar)^2x$ is added to the left side, so the denominator $-E^2-i\gamma E$ becomes $E_0^2-E^2-i\Gamma E$. Calling the static susceptibility of these charges $S$ fixes the numerator as $SE_0^2$. Transitions at much higher energy respond without delay and, together with the vacuum term 1, form $\varepsilon_\infty$. The sum is the stated function.

In the Drude term, $1/[E(E+i\gamma)]=(E-i\gamma)/[E(E^2+\gamma^2)]$. In the Lorentz term, numerator and denominator are multiplied by the complex conjugate of the denominator. With $D=(E_0^2-E^2)^2+\Gamma^2E^2$,

$$\varepsilon_1=\varepsilon_\infty-\frac{E_p^2}{E^2+\gamma^2}+\frac{SE_0^2(E_0^2-E^2)}{D},\qquad
\varepsilon_2=\frac{E_p^2\gamma}{E(E^2+\gamma^2)}+\frac{SE_0^2\,\Gamma E}{D}.$$

Both parts of $\varepsilon_2$ are positive: the medium absorbs. At $E=2.3$ eV, $D=15.67$ and

$$\varepsilon_1=3-7.4465+6.3931=1.9466,\qquad \varepsilon_2=0.648+2.378=3.026.$$

Direct time integration of the two equations of motion gives the same values, as the numerical output shows.

In this description the band structure, including relativistic shifts of the gold levels, can enter only through the values of the parameters. The model therefore cannot tell how much of the colour is due to relativity.

### (b) The zeros of $\varepsilon_1$

Set $\gamma=\Gamma=0$ and multiply $\varepsilon_1=0$ by $-E^2(E_0^2-E^2)$. Collecting powers of $E$ gives

$$\varepsilon_\infty E^4-\left(\varepsilon_\infty E_0^2+SE_0^2+E_p^2\right)E^2+E_p^2E_0^2=0.$$

At $E=E_0$ the left side equals $-SE_0^4<0$. Since the coefficient of $E^4$ is positive, $E_0^2$ lies between the two roots for $E^2$. The lower root is thus below the Lorentz line:

$$E^2=\frac{93.69-\sqrt{93.69^2-4\cdot3\cdot357.21}}{6}=4.445\ \text{eV}^2,\qquad E=2.108\ \text{eV}.$$

Damping acts in two opposite ways at this energy. In the Drude term, $\gamma^2$ in the denominator weakens the negative contribution and raises $\varepsilon_1$ by about 0.08. In the Lorentz term, $\Gamma^2E^2$ in $D$ lowers it by about 0.42. The net change is about $-0.34$. As $\varepsilon_1$ rises by about 12 per eV here, the zero moves up by about $0.34/12\approx0.03$ eV. The full function gives

$$E_z=2.137\ \text{eV}\quad(580\ \text{nm}).$$

There is a second zero. At $E=E_0$ the real part of the damped Lorentz term vanishes, leaving $\varepsilon_1=3-39.69/9.04=-1.39$, whereas $\varepsilon_1=5.86$ at 2.755 eV. Hence $\varepsilon_1$ must cross zero downwards in between, and it does so at 2.971 eV, in the violet. Absorption is strong there, with $\varepsilon_2\approx15$ nearby.

### (c) Reflectivity and its floor

Let the incident electric field have amplitude 1, the reflected one $r$ and the transmitted one $t$. The complex index is $N=n+ik$, with $N^2=\varepsilon$. The magnetic field of a wave is proportional to its index times its electric field, and it changes sign with the direction of travel. Continuity of the tangential fields gives

$$1+r=t,\qquad 1-r=Nt\quad\Rightarrow\quad r=\frac{1-N}{1+N}.$$

Therefore

$$R=|r|^2=\frac{(1-n)^2+k^2}{(1+n)^2+k^2}=\frac{1+m-2n}{1+m+2n},$$

because $n^2+k^2=|N|^2=m$. Adding $n^2-k^2=\varepsilon_1$ to this relation gives $2n^2=m+\varepsilon_1$. Hence

$$R=\frac{1-f}{1+f},\qquad f=\frac{2n}{1+m}=\frac{\sqrt{2(m+\varepsilon_1)}}{1+m}.$$

Since $dR/df=-2/(1+f)^2<0$, the smallest $R$ belongs to the largest $f$. At fixed $\varepsilon_2$, $\partial m/\partial\varepsilon_1=\varepsilon_1/m$, so that

$$A\equiv\frac{\partial\ln f}{\partial\varepsilon_1}=\frac{1+\varepsilon_1/m}{2(m+\varepsilon_1)}-\frac{\varepsilon_1}{m(1+m)}=\frac{1+m-2\varepsilon_1}{2m(1+m)}.$$

The numerator has derivative $\varepsilon_1/m-2<0$. It changes sign once, from positive to negative, and $f$ has a single maximum at $2\varepsilon_1-1=m$. Squaring this condition gives

$$4\varepsilon_1^2-4\varepsilon_1+1=\varepsilon_1^2+\varepsilon_2^2\quad\Rightarrow\quad \varepsilon_1=\frac{2+\sqrt{1+3\varepsilon_2^2}}{3}.$$

The other root is at most $1/3$ and would make $m=2\varepsilon_1-1$ negative, so it is discarded. At the maximum, $1+m=2\varepsilon_1$ and $n^2=(m+\varepsilon_1)/2=(3\varepsilon_1-1)/2$. Thus $f=n/\varepsilon_1$ and

$$R_{\rm floor}=\frac{\varepsilon_1-n}{\varepsilon_1+n},\qquad n=\sqrt{\frac{3\varepsilon_1-1}{2}}.$$

For weak absorption, $\varepsilon_1\approx1+\varepsilon_2^2/2$ and $n\approx1+3\varepsilon_2^2/8$, hence $R_{\rm floor}\approx\varepsilon_2^2/16$. The medium then nearly matches air. For strong absorption, $\varepsilon_1\approx\varepsilon_2/\sqrt3$ while $n$ grows only as $\sqrt{\varepsilon_2}$, so $f\to0$ and the floor tends to 1. In between it rises steadily, because $f^2=(3\varepsilon_1-1)/(2\varepsilon_1^2)$ has derivative $(2-3\varepsilon_1)/(2\varepsilon_1^3)<0$ for $\varepsilon_1\ge1$. A dark minimum therefore requires small $\varepsilon_2$.

### (d) The dip

Along the spectrum both parts of $\varepsilon$ vary. With $\partial m/\partial\varepsilon_2=\varepsilon_2/m$,

$$B\equiv\frac{\partial\ln f}{\partial\varepsilon_2}=\frac{\varepsilon_2}{2m(m+\varepsilon_1)}-\frac{\varepsilon_2}{m(1+m)}=\frac{\varepsilon_2(1-m-2\varepsilon_1)}{2m(1+m)(m+\varepsilon_1)}.$$

A stationary point of $R(E)$ satisfies, with primes denoting $d/dE$,

$$A\varepsilon_1'+B\varepsilon_2'=0.$$

Consider first the zero $E_z$. There $m=\varepsilon_2$, and

$$\frac{d\ln f}{dE}=\frac{1}{2m}\left[\varepsilon_1'+\frac{1-m}{1+m}\,\varepsilon_2'\right].$$

The fraction has magnitude below 1. If $\varepsilon_1'>|\varepsilon_2'|$, the bracket is positive and $R$ is still falling at the zero. This holds here, since $\varepsilon_1$ rises several times faster than $\varepsilon_2$. The dip is thus not at $E_z$.

Next consider $E_f$, the first energy above $E_z$ at which $\varepsilon_1$ satisfies the floor condition of part (c) for the local value of $\varepsilon_2$. There $A=0$. Also $B<0$, because $m+2\varepsilon_1>1$, and $\varepsilon_2'>0$ on the approach to the Lorentz line. So $f$ is falling and $R$ is already rising. A minimum must lie between the two energies:

$$E_z=2.137\ \text{eV}<E_{\rm dip}<E_f=2.359\ \text{eV}.$$

Numerical minimization gives

$$E_{\rm dip}=2.265\ \text{eV}\quad(548\ \text{nm, green}),\qquad R_{\rm dip}=0.157.$$

At this point $\varepsilon_1=1.529$, $\varepsilon_2=2.857$ and $m=3.2405$, while the slopes are $\varepsilon_1'=11.80$ and $\varepsilon_2'=4.40$ per eV. The balance can be followed by hand:

$$A=\frac{1+3.2405-3.058}{2(3.2405)(4.2405)}=0.0430,\qquad B=\frac{2.857\,(1-3.2405-3.058)}{2(3.2405)(4.2405)(4.7695)}=-0.1155,$$

so $A\varepsilon_1'=0.508$ and $B\varepsilon_2'=-0.508$ per eV. The floor for this $\varepsilon_2$ is 0.149. The dip is therefore nearly as deep as its absorption permits. At $E_f$ the spectrum touches its floor, but the floor itself has risen to 0.173.

The spectrum around the dip is as follows.

| $\lambda$ (nm) | $\varepsilon_1$ | $\varepsilon_2$ | $R$ |
|---|---|---|---|
| 700 | −5.03 | 2.22 | 0.741 |
| 600 | −0.87 | 2.29 | 0.320 |
| 550 | 1.41 | 2.81 | 0.157 |
| 500 | 4.03 | 4.40 | 0.218 |
| 450 | 5.86 | 9.84 | 0.358 |
| 420 | 0.86 | 15.165 | 0.4815 |

The last row lies close to the second zero of $\varepsilon_1$. Its real part is near 1, yet $R$ is almost one half, because $\varepsilon_2$ is large. A small $\varepsilon_1$ by itself does not mark a reflectivity dip.

### (e) Colour coordinates

For illuminant power $I(\lambda)$ per wavelength interval, the tristimulus values are

$$X=\frac{\int R\,\bar x\,I\,d\lambda}{\int\bar y\,I\,d\lambda},\qquad
Y=\frac{\int R\,\bar y\,I\,d\lambda}{\int\bar y\,I\,d\lambda},\qquad
Z=\frac{\int R\,\bar z\,I\,d\lambda}{\int\bar y\,I\,d\lambda}.$$

Equal-energy white means constant $I$. The integrals run from 380 to 780 nm. The CIE 1931 observer is approximated by lobes $g(\mu,\sigma_1,\sigma_2)=\exp[-(\lambda-\mu)^2/2\sigma^2]$, with $\sigma=\sigma_1$ for $\lambda<\mu$ and $\sigma=\sigma_2$ otherwise, all in nm:

$$\begin{aligned}
\bar x&=1.056\,g(599.8,37.9,31.0)+0.362\,g(442.0,16.0,26.7)\\
&\quad-0.065\,g(501.1,20.4,26.2),\\
\bar y&=0.821\,g(568.8,46.9,40.5)+0.286\,g(530.9,16.3,31.1),\\
\bar z&=1.217\,g(437.0,11.8,36.0)+0.681\,g(459.0,26.0,13.8).
\end{aligned}$$

A perfect reflector gives the white point $(X_w,Y_w,Z_w)=(0.9986,1,0.9991)$. The metal gives

$$X=0.3346,\qquad Y=0.2418,\qquad Z=0.3528.$$

The green-weighted value $Y$ is the smallest. The chromaticity is

$$x=\frac{X}{X+Y+Z}=\frac{0.3346}{0.9292}=0.360,\qquad y=\frac{Y}{X+Y+Z}=0.260.$$

CIELAB uses the cube roots of the ratios to white, a form valid for ratios above about 0.009, as here:

$$\left(\frac{X}{X_w}\right)^{1/3}=0.6946,\qquad \left(\frac{Y}{Y_w}\right)^{1/3}=0.6230,\qquad \left(\frac{Z}{Z_w}\right)^{1/3}=0.7068.$$

Hence

$$\begin{aligned}
L^*&=116(0.6230)-16\approx56,\\
a^*&=500(0.6946-0.6230)\approx36,\\
b^*&=200(0.6230-0.7068)\approx-17.
\end{aligned}$$

Positive $a^*$ points towards red and negative $b^*$ towards blue. The chroma is $\sqrt{a^{*2}+b^{*2}}\approx40$ and the hue angle about $335^\circ$, between the blue direction at $270^\circ$ and the red direction at $360^\circ$: a purple.

Purple also has a geometrical meaning. Purples are the colours that no mixture of white with a single wavelength can match. They lie, as seen from white, towards the straight line joining the blue and red ends of the spectral locus. Take these ends at 440 nm, $(0.170,0.009)$, and 640 nm, $(0.722,0.278)$, since ratios of the fitted lobes are unreliable far out in their tails. With white at $(0.3331,0.3336)$, solve

$$\begin{pmatrix}0.0270\\-0.0733\end{pmatrix}=\alpha\begin{pmatrix}-0.1633\\-0.3246\end{pmatrix}+\beta\begin{pmatrix}0.3886\\-0.0553\end{pmatrix}.$$

The left side is the vector from white to the sample, and the columns on the right lead from white to the two ends. The solution is $\alpha=0.200$, $\beta=0.153$. Both are positive, so the ray from white through the sample passes between the ends and meets the purple line. The opposite ray meets the locus at the complementary wavelength, 531 nm, which is green. (With the tabulated CIE 1931 functions in place of the fitted lobes, $\alpha\approx0.20$, $\beta\approx0.16$ and the wavelength is 530 nm, while $L^*$, $a^*$ and $b^*$ move by less than one unit.) It need not equal the 548 nm of the dip, since the colour depends on the whole spectrum and not on the position of its minimum alone.

### (f) What makes the colour purple

The zero is not sufficient for the purple found in part (e), which contains blue as well as red. Replace $\varepsilon_\infty$ and the Lorentz term by a real constant chosen to keep the same zero:

$$\varepsilon_b=\frac{E_p^2}{E_z^2+\gamma^2}=8.62.$$

The metal still reflects red and is dark in the green, but $R$ at 450 nm falls from 0.358 to 0.090. There $\varepsilon_1=8.62-5.20=3.42$ with little absorption, so the surface reflects weakly, like a transparent dielectric. The coordinates become $a^*\approx56$, $b^*\approx+20$: the colour is red with a yellow component, and the blue component is lost. In the construction of part (e) the weights become $\alpha\approx0.005$ and $\beta\approx0.519$, so the sample lies almost exactly on the ray from white to the red end, at the border between red and purple. The sign of so small an $\alpha$ carries no meaning: it varies by about $\pm0.01$ with the form of the observer and the choice of the locus ends. The blue reflection of the full model thus comes from the Lorentz line, whose large $\varepsilon_2$ raises $R$ again.

If instead the Drude term is removed, the lowest visible reflectivity lies at the red end and there is no dip inside the visible. Then $a^*\approx2$, $b^*\approx-16$, a weak blue. The free charges supply most of the red reflection. The steep fall towards the green needs only the Drude term and a positive real background. With the constant $\varepsilon_b$ it is steeper and reaches $R\approx0.02$ near 536 nm. The absorption of the Lorentz line softens the fall and lifts the dip to 0.157.

Doubling $\gamma$ raises the dip from 0.157 to 0.188. This agrees with part (c): more absorption at the dip raises the floor. The chroma falls from about 40 to 32, partly for this reason and partly because the red reflection weakens as well: at 650 nm, $R$ drops from 0.60 to 0.49.

With the Lorentz line kept fixed, the hue depends strongly on the position of the zero. Varying $E_p$ alone gives:

| $E_p$ (eV) | $E_z$ (eV) | $E_{\rm dip}$ (eV) | $a^*$ | $b^*$ |
|---|---|---|---|---|
| 5.8 | 2.02 | 2.16 | 23 | −29 |
| 6.3 | 2.14 | 2.26 | 36 | −17 |
| 6.8 | 2.24 | 2.36 | 37 | −2 |

Raising $E_p$ so that the zero moves up by 0.1 eV from the central case brings $b^*$ close to zero and turns the colour towards pink; a similar downward shift gives a bluer purple. By comparison, replacing the equal-energy white by a 6500 K thermal source, with CIELAB referred to its own white point, changes the central case only slightly, to $a^*\approx36$, $b^*\approx-18$.

These coordinates, and the assignment of the blue reflection to a single line in the violet, belong to the model and are neither a prediction for a real sample nor a proof of the mechanism in AuAl$_2$. The zero does not fix the hue by itself: moving $E_0$ to 2.8 or 3.3 eV, with $\varepsilon_\infty$ readjusted to keep $E_z$, turns the hue angle from $335^\circ$ to about $320^\circ$ or $351^\circ$. Further interband lines, an oxide film or surface roughness would change $R(E)$. If the real compound is as sensitive as the model, a quantitative colour calculation for AuAl$_2$ would need the zero of $\varepsilon_1$ to well within 0.1 eV.

## Computed results

```
Parameters (energies in eV): {'eps_inf': 3.0, 'Ep': 6.3, 'g': 0.2, 'S': 3.0, 'E0': 3.0, 'G': 0.6}
hc = 1239.842 eV nm
eps at 2.3 eV: formula 1.94655+3.02554j, time domain 1.94655+3.02554j
eps1 at 2.3 eV from Kramers-Kronig: 1.94655
Upward zero of eps1: 2.1366 eV = 580.3 nm
Undamped estimate of this zero: 2.1084 eV
Downward zero inside Lorentz line: 2.9706 eV
eps2 and R at upward zero: 2.431, 0.2175
Wavelength (nm), E (eV), eps1, eps2, R:
  700  1.7712    -5.034    2.219  0.7411
  650  1.9074    -2.974    2.159  0.5958
  600  2.0664    -0.867    2.291  0.3196
  550  2.2543     1.408    2.813  0.1574
  500  2.4797     4.030    4.401  0.2182
  450  2.7552     5.862    9.839  0.3582
  420  2.9520     0.863   15.165  0.4815
Dip: E = 2.2645 eV = 547.5 nm, R = 0.1572
At dip: eps1 = 1.5290, eps2 = 2.8571, |eps| = 3.2405
At dip: n = 1.5443, k = 0.9251
Slopes at dip: eps1' = 11.799, eps2' = 4.396 per eV
Balance terms at dip: 0.5077 and -0.5077 per eV
Floor of R for eps2 at dip: 0.1493
eps1 that would reach this floor: 2.3495
Energy where spectrum touches its floor: 2.3593 eV
R at that energy: 0.1734
White X, Y, Z: [0.9986 1.     0.9991]  x, y: [0.3331 0.3336]
Sample X, Y, Z: [0.3346 0.2418 0.3528]  x, y: [0.3601 0.2603]
CIELAB L*, a*, b*: 56.27, 35.77, -16.75
Chroma 39.50, hue angle 334.9 degrees
Locus x, y at 440 nm: [0.1698 0.009 ]
Locus x, y at 640 nm: [0.7217 0.2783]
Weights on blue and red ends: 0.1998, 0.1534
Complementary wavelength: 531.4 nm
Approximate sRGB (0 to 255): [182 112 165]
Controls, L* a* b*:
  constant background 8.619: [47.01 56.47 20.31]
    its R at 450 nm: 0.0903
  no Drude term: [ 58.12   2.02 -15.58]
  doubled Drude damping: [ 56.86  27.07 -16.78]
    its R at the dip: 0.1878
  6500 K thermal light: [ 55.68  36.24 -17.82]
Ep (eV), zero (eV), dip (eV), L*, a*, b*:
  5.800  2.019  2.160  49.301  22.801  -28.637
  6.300  2.137  2.265  56.271  35.773  -16.753
  6.800  2.244  2.356  64.840  37.269  -2.487
```
